# Gaussian-smeared multiphonon capture through one vibrational mode: a numerical check

```python
"""One-mode multiphonon capture coefficient with Gaussian-smeared energies.

Result under test:
  C = (2 pi/hbar) V W^2 sum_m w_m sum_n |<m_i|x|n_f>|^2 g(dE + m q_i - n q_f)
x   : mass-weighted displacement from the initial minimum, amu^1/2 angstrom
q_i, q_f : initial and final vibrational quanta, eV
d   : separation of the two minima;  dE : zero-phonon energy, eV
W   : linear electronic coupling, eV/(amu^1/2 angstrom), for one carrier in V
w_m : thermal weights;  g : normalised Gaussian of standard deviation sigma
The smooth envelope is the target: the zero-width limit does not exist.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import iv

HB2 = sc.hbar**2 / (sc.atomic_mass * 1e-20) / sc.e   # eV amu angstrom^2
KB = sc.k / sc.e                                     # eV/K
HBAR = sc.hbar / sc.e                                # eV s

# Rough model parameters, regime of a deep acceptor in GaN
DE, QI, QF, D = 1.0, 0.035, 0.040, 1.6
W, VOL, TEMP = 0.04, 1100.0, 300.0
MASS, EPS, DENSITY = 1.0, 10.0, 1e17                 # m_e, relative, cm^-3
NM, NN = 41, 120
PREF = 2 * np.pi / HBAR * W**2 * VOL * 1e-24


def oscillator_functions(count, quantum, y):
    """Normalised harmonic eigenfunctions by the three-term recurrence."""
    alpha = np.sqrt(quantum / HB2)
    t = alpha * y
    phi = np.zeros((count, len(y)))
    phi[0] = np.sqrt(alpha) / np.pi**0.25 * np.exp(-t * t / 2)
    phi[1] = np.sqrt(2) * t * phi[0]
    for n in range(1, count - 1):
        phi[n + 1] = (np.sqrt(2 / (n + 1)) * t * phi[n]
                      - np.sqrt(n / (n + 1)) * phi[n - 1])
    return phi


def matrix_elements(qi, qf):
    """Overlaps and displacement elements, initial rows and final columns."""
    x = np.arange(-8, 9, 0.02)
    full = (oscillator_functions(NM + 1, qi, x)
            @ oscillator_functions(NN, qf, x - D).T) * (x[1] - x[0])
    length = np.sqrt(HB2 / (2 * qi))
    disp = np.zeros((NM, NN))
    for m in range(NM):
        disp[m] = np.sqrt(m + 1) * full[m + 1]
        if m:
            disp[m] += np.sqrt(m) * full[m - 1]
    return full[:NM], length * disp


def smeared_sum(m2, ei, ef, sigma, temp=TEMP, de=DE, corrected=False):
    """Thermal spectral sum, amu angstrom^2/eV."""
    weights = np.exp(-ei / (KB * temp))
    weights /= weights.sum()
    t = (de + ei[:, None] - ef[None, :]) / sigma
    kernel = np.exp(-t * t / 2) / (sigma * np.sqrt(2 * np.pi))
    if corrected:
        kernel *= (3 - t * t) / 2
    return float(np.sum(weights[:, None] * m2 * kernel))


overlap, disp = matrix_elements(QI, QF)
M2 = disp**2
EI, EF = QI * np.arange(NM), QF * np.arange(NN)


def capture(sigma, **kw):
    return PREF * smeared_sum(M2, EI, EF, sigma, **kw)


# Displacement sum rule: completeness of the final vibrational basis
li2 = HB2 / (2 * QI)
for m in (0, 3, 10):
    assert abs(M2[m].sum() / (li2 * (2 * m + 1)) - 1) < 1e-8

# Equal frequencies: operator identity and thermal Bessel weights
o_eq, m_eq = matrix_elements(QF, QF)
lf2 = HB2 / (2 * QF)
S = D**2 / (4 * lf2)
p_mn = np.arange(NN)[None, :] - np.arange(NM)[:, None]
identity = np.sqrt(lf2 / S) * (S - p_mn) * o_eq
assert np.max(np.abs(identity[:25, :80] - m_eq[:25, :80])) < 1e-8
bose = 1 / np.expm1(QF / (KB * TEMP))


def line_weight(p):
    z = 2 * S * np.sqrt(bose * (bose + 1))
    return (lf2 * (p - S)**2 / S * np.exp(-S * (2 * bose + 1))
            * ((bose + 1) / bose)**(p / 2) * iv(p, z))


w_eq = np.exp(-QF * np.arange(NM) / (KB * TEMP))
w_eq /= w_eq.sum()
for p in (5, 18, 25, 30):
    explicit = sum(w_eq[m] * m_eq[m, m + p]**2 for m in range(NM))
    assert abs(explicit / line_weight(p) - 1) < 1e-6

# Width law: local-exponential envelope, bias and first ripple harmonic.
# Curvature of the logarithm is neglected, hence the 1.5 percent tolerance.
EEQ = QF * np.arange(NM)
law_error = 0.0
for s in (0.3, 0.5):
    for p in (25.0, 25.25, 25.5, 25.75):
        kappa = -np.log(line_weight(p + 0.01) / line_weight(p - 0.01)) / 0.02
        ripple = 2 * np.exp(-2 * np.pi**2 * s**2)
        law = (line_weight(p) / QF * np.exp(kappa**2 * s**2 / 2)
               * (1 + ripple * np.cos(2 * np.pi * (p - kappa * s**2))))
        direct = smeared_sum(m_eq**2, EEQ, EF, s * QF, de=p * QF)
        law_error = max(law_error, abs(direct / law - 1))
assert law_error < 0.015

# Width derivative equals energy curvature; corrected kernel removes it
sig, step = 0.3 * QF, 1e-4
slope = (capture(sig + step) - capture(sig - step)) / (2 * step)
curv = (capture(sig, de=DE + step) - 2 * capture(sig)
        + capture(sig, de=DE - step)) / step**2
assert abs(slope - sig * curv) * sig < 1e-4 * capture(sig)
assert abs(capture(sig, corrected=True) - capture(sig)
           + sig**2 * curv / 2) < 1e-4 * capture(sig)

# Independent vibrational states: diagonalisation on a sinc grid
xg = np.arange(-8, 9, 0.05)
hg = xg[1] - xg[0]
diff = np.arange(len(xg))[:, None] - np.arange(len(xg))[None, :]
safe = np.where(diff == 0, 1, diff)
kin = HB2 / (2 * hg**2) * np.where(
    diff == 0, np.pi**2 / 3, 2 * (-1.0)**np.abs(diff) / safe**2)
ER_F, ER_I = QF**2 * D**2 / (2 * HB2), QI**2 * D**2 / (2 * HB2)
eg_i, vec_i = np.linalg.eigh(kin + np.diag(ER_I * (xg / D)**2))


def grid_capture(final_potential, sigma):
    eg_f, vec_f = np.linalg.eigh(kin + np.diag(final_potential))
    elements = vec_i[:, :NM].T @ (xg[:, None] * vec_f[:, :NN])
    return PREF * smeared_sum(elements**2, eg_i[:NM] - eg_i[0],
                              eg_f[:NN] - eg_f[0], sigma)


SIG = 0.5 * QF
C0 = capture(SIG)
yg = xg - D
c_grid = grid_capture(ER_F * (yg / D)**2, SIG)
assert abs(c_grid / C0 - 1) < 1e-5
anharm = []
for r in (0.05, -0.05):
    pot = ER_F * ((1 - np.exp(-r * yg / D)) / r)**2
    anharm.append(grid_capture(pot, SIG) / C0)

# Truncation in the initial quantum number at the hottest temperature
short = PREF * smeared_sum(M2[:30], EI[:30], EF, SIG, temp=500.0)
assert abs(short / capture(SIG, temp=500.0) - 1) < 1e-5

# Width scan and spread over one final quantum
C_REF = capture(0.8 * QF, corrected=True)
assert abs(capture(0.7 * QF, corrected=True)
           / capture(0.9 * QF, corrected=True) - 1) < 0.02
assert abs(C0 / C_REF - 1) < 0.05
scan = DE + QF * np.arange(40) / 40


def spread(m2, ei, s):
    ratio = np.array([smeared_sum(m2, ei, EF, s * QF, de=e)
                      / smeared_sum(m2, ei, EF, 0.8 * QF, de=e, corrected=True)
                      for e in scan])
    return (ratio.max() - ratio.min()) / (2 * ratio.mean())


bound = 2 * np.exp(-2 * np.pi**2 * 0.3**2)
spread_eq, spread_uneq = spread(m_eq**2, EEQ, 0.3), spread(M2, EI, 0.3)
assert abs(spread_eq / bound - 1) < 0.05
assert spread_uneq < spread_eq


# Effects outside the model
def maxwell(func, temp=TEMP):
    """Average of func(kinetic energy in eV) over a thermal gas."""
    return quad(lambda u: 4 / np.sqrt(np.pi) * u * u * np.exp(-u * u)
                * func(KB * temp * u * u), 0, 7, epsabs=0, epsrel=1e-7,
                limit=200)[0]


RYD = sc.value('Rydberg constant times hc in eV') * MASS / EPS**2


def coulomb_factor(energy):
    z = 2 * np.pi * np.sqrt(RYD / energy)
    return z / (-np.expm1(-z))


nu = np.sqrt(RYD / 0.04)
wave = abs(mp.coulombf(0, -nu, mp.mpf('1e-8')) / mp.mpf('1e-8'))**2
assert abs(float(wave) / coulomb_factor(0.04) - 1) < 1e-5
sommerfeld = maxwell(coulomb_factor)
assert abs(sommerfeld / (4 * np.sqrt(np.pi * RYD / (KB * TEMP))) - 1) < 0.02
kinetic = maxwell(lambda e: capture(SIG, de=DE + e)) / C0
joint = maxwell(lambda e: coulomb_factor(e) * capture(SIG, de=DE + e))
mass_kg = MASS * sc.m_e
ceiling = 1e6 * np.pi * (sc.hbar / mass_kg)**2 * maxwell(
    lambda e: np.sqrt(mass_kg / (2 * e * sc.e)))
assert joint < 0.3 * ceiling
c_final_ref = PREF * smeared_sum((disp - D * overlap)**2, EI, EF, SIG)
n_band = 2e-6 * (mass_kg * sc.k * TEMP / (2 * np.pi * sc.hbar**2))**1.5
debye = 1e9 * np.sqrt(EPS * sc.epsilon_0 * KB * TEMP / (sc.e * DENSITY * 1e6))
bohr = 1e9 * sc.value('Bohr radius') * EPS / MASS
u_min = DE + (QF - QI) / 2
cross = brentq(lambda u: ER_F * (u - 1)**2 - ER_I * u * u - u_min, -1.5, 0)

# Shares of the initial vibrational levels in the sum
wt = np.exp(-EI / (KB * TEMP))
wt /= wt.sum()
gauss = np.exp(-((DE + EI[:, None] - EF) / SIG)**2 / 2)
share = wt * np.sum(M2 * gauss, axis=1)
share /= share.sum()

print(f"zero-phonon energy {DE:.2f} eV; temperature {TEMP:.0f} K")
print(f"quanta: initial {1e3*QI:.0f} meV, final {1e3*QF:.0f} meV")
print(f"separation of minima {D:.2f} amu^1/2 angstrom")
print(f"coupling W {W:.3f} eV/(amu^1/2 angstrom); V {VOL:.0f} angstrom^3")
print(f"thermal energy {1e3*KB*TEMP:.2f} meV")
print(f"final Huang-Rhys factor {S:.3f}; relaxation energy {ER_F:.4f} eV")
print(f"crossing at x/d = {cross:.4f}; barrier {ER_I*cross**2:.4f} eV")
print(f"prefactor {PREF:.4e} cm^3 eV/(s amu angstrom^2)")
print(f"<0|x|25> = {disp[0,25]:.5e} amu^1/2 angstrom (overall sign free)")
print("shares of m=0..7: " + " ".join(f"{v:.3f}" for v in share[:8]))
print(f"mean initial quantum number in capture {share @ np.arange(NM):.3f}")
print("width/q_f | C (cm^3/s) | C/reference | spread | equal-q spread")
for s in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 0.8, 1.0, 1.5):
    c = capture(s * QF)
    print(f"{s:.1f} | {c:.4e} | {c/C_REF:.4f} | {spread(M2, EI, s):.4f}"
          f" | {spread(m_eq**2, EEQ, s):.4f}")
print(f"curvature-corrected reference C {C_REF:.4e} cm^3/s")
print(f"first-harmonic ripple at width 0.3 q_f: {bound:.4f}")
print(f"first-harmonic ripple at width 0.5 q_f: {2*np.exp(-np.pi**2/2):.4f}")
print(f"largest error of width law {100*law_error:.3f} percent")
for temp in (300.0, 400.0, 500.0):
    print(f"C at {temp:.0f} K, width 0.5 q_f: "
          f"{capture(SIG, temp=temp):.4e} cm^3/s")
print(f"grid-diagonalisation C at 300 K {c_grid:.4e} cm^3/s")
print(f"anharmonic factor, stiffer towards crossing {anharm[0]:.4f}")
print(f"anharmonic factor, softer towards crossing {anharm[1]:.4f}")
print(f"factor if coupling vanishes at final minimum {c_final_ref/C0:.4f}")
print(f"carrier kinetic-energy factor {kinetic:.4f}")
print(f"hole mass {MASS:.1f} m_e; relative permittivity {EPS:.1f}")
print(f"thermal Coulomb enhancement {sommerfeld:.3f}")
print(f"C with Coulomb and kinetic averages {joint:.4e} cm^3/s")
print(f"s-wave unitarity ceiling {ceiling:.4e} cm^3/s")
print(f"fraction of ceiling {joint/ceiling:.4f}")
print(f"hole density {DENSITY:.1e} cm^-3; over band density "
      f"{DENSITY/n_band:.5f}")
print(f"Debye length {debye:.3f} nm; effective Bohr radius {bohr:.3f} nm")
print("all tests passed")
```

Printed output:

```
zero-phonon energy 1.00 eV; temperature 300 K
quanta: initial 35 meV, final 40 meV
separation of minima 1.60 amu^1/2 angstrom
coupling W 0.040 eV/(amu^1/2 angstrom); V 1100 angstrom^3
thermal energy 25.85 meV
final Huang-Rhys factor 12.248; relaxation energy 0.4899 eV
crossing at x/d = -0.4944; barrier 0.0917 eV
prefactor 1.6801e-08 cm^3 eV/(s amu angstrom^2)
<0|x|25> = 2.45620e-02 amu^1/2 angstrom (overall sign free)
shares of m=0..7: 0.196 0.341 0.276 0.135 0.043 0.008 0.001 0.000
mean initial quantum number in capture 1.517
width/q_f | C (cm^3/s) | C/reference | spread | equal-q spread
0.1 | 1.3792e-09 | 1.3950 | 1.0956 | 1.9957
0.2 | 1.1953e-09 | 1.2091 | 0.6159 | 0.9109
0.3 | 1.0506e-09 | 1.0627 | 0.2404 | 0.3398
0.4 | 9.9888e-10 | 1.0103 | 0.0645 | 0.0859
0.5 | 9.9232e-10 | 1.0037 | 0.0114 | 0.0138
0.6 | 9.9473e-10 | 1.0061 | 0.0017 | 0.0036
0.8 | 1.0003e-09 | 1.0118 | 0.0035 | 0.0065
1.0 | 1.0067e-09 | 1.0183 | 0.0054 | 0.0100
1.5 | 1.0265e-09 | 1.0382 | 0.0119 | 0.0214
curvature-corrected reference C 9.8866e-10 cm^3/s
first-harmonic ripple at width 0.3 q_f: 0.3384
first-harmonic ripple at width 0.5 q_f: 0.0144
largest error of width law 0.661 percent
C at 300 K, width 0.5 q_f: 9.9232e-10 cm^3/s
C at 400 K, width 0.5 q_f: 1.5432e-09 cm^3/s
C at 500 K, width 0.5 q_f: 2.0909e-09 cm^3/s
grid-diagonalisation C at 300 K 9.9232e-10 cm^3/s
anharmonic factor, stiffer towards crossing 1.3609
anharmonic factor, softer towards crossing 0.5976
factor if coupling vanishes at final minimum 9.1747
carrier kinetic-energy factor 0.7716
hole mass 1.0 m_e; relative permittivity 10.0
thermal Coulomb enhancement 16.266
C with Coulomb and kinetic averages 1.3644e-08 cm^3/s
s-wave unitarity ceiling 4.9820e-07 cm^3/s
fraction of ceiling 0.0274
hole density 1.0e+17 cm^-3; over band density 0.00398
Debye length 11.953 nm; effective Bohr radius 0.529 nm
all tests passed
```
